# Threshold Speed for Kinetic Electron Emission from a Free-Electron Metal, part 2

How fast must a heavy ion be for one collision to give a conduction electron enough energy to leave a metal? The metal is a uniform gas of free electrons at zero temperature. Energies are measured from the bottom of the conduction band. States are filled up to the Fermi energy $E_F=\tfrac12 mv_F^2$, where $m$ is the electron mass and $v_F$ the Fermi speed. The work function $W$ takes an electron from the Fermi level to rest just outside. At the vacuum level, an electron inside has speed $v_s$:

$$
\tfrac12 mv_s^2=E_F+W . \tag{3}
$$

The ion, of mass $M\gg m$, keeps its velocity $\mathbf v$. An elastic collision changes the electron velocity from $\mathbf u$ to $\mathbf u'$, with the unit vector $\mathbf n$ along the final relative velocity:

$$
\mathbf u'=\mathbf v+|\mathbf u-\mathbf v|\,\mathbf n . \tag{5}
$$

$$
\tfrac12 mu'^2-\tfrac12 mu^2=\mathbf v\cdot m(\mathbf u'-\mathbf u). \tag{7}
$$

A head-on collision with an electron at the Fermi speed gives the largest final speed, $v_F+2v$, and the energy gain $2mv(v_F+v)$. The threshold speed $v_{\rm th}$ follows:

$$
v_F+2v_{\rm th}=v_s ,
\qquad
v_{\rm th}=\tfrac12(v_s-v_F). \tag{8}
$$

$$
\boxed{\;v_{\rm th}=\frac{v_F}{2}
\left[\sqrt{1+\frac{W}{E_F}}-1\right]\;} \tag{9}
$$

For small $W/E_F$ it is approximately $W/(2mv_F)$. The ion's threshold energy is $\tfrac12 Mv_{\rm th}^2$.

The aluminium example assumes $E_F=11.7$ eV and $W=4.3$ eV, giving $v_F=2029$ km/s, $v_s=2372$ km/s and $v_{\rm th}=171.8$ km/s. With ion masses of 1, 14 and 40 atomic mass units (u in the listing), the threshold energies are 153 eV for H$^+$, 2.1 keV for N$^+$ and 6.1 keV for Ar$^+$.

Integrated classical trajectories gave the same threshold speed. In a separate check, 200,000 electrons drawn at random from the filled Fermi sphere were scattered elastically into random directions in the ion frame; these are the "random collisions" mentioned below.

The constants $e$, $\varepsilon_0$ and $\hbar$ have their usual meanings; in $kT$, $k$ is Boltzmann's constant.

## Escape from the surface and the limits of the model

The symbols are those used above. The electron mass is $m$, the ion has mass $M$ and velocity $\mathbf v$, the Fermi energy is $E_F=mv_F^2/2$, and the vacuum level is $E_F+W=mv_s^2/2$. An elastic collision with a heavy ion changes the electron velocity from $\mathbf u$ to $\mathbf u'=\mathbf v+|\mathbf u-\mathbf v|\mathbf n$, where $\mathbf n$ is a unit vector. The largest final speed is $v_F+2v$, and the threshold is

$$
v_{\rm th}=\tfrac12(v_s-v_F)=\frac{W}{m(v_s+v_F)} .
$$

For aluminium with $E_F=11.7$ eV and $W=4.3$ eV the speeds are $v_F=2029$ km/s, $v_s=2372$ km/s and $v_{\rm th}=172$ km/s. For Ar$^+$ the threshold energy is 6.1 keV.

An electron with enough energy has not yet left the metal. A flat surface exerts a force along its normal and leaves the parallel momentum unchanged. The barrier must therefore be overcome by the normal motion alone, and the outward normal speed has to exceed $v_s$. Let the ion enter along the inward normal, taken as the $z$ direction. The fastest electrons are thrown forward along $\mathbf v$, which means into the solid. For any electron the outward speed after one collision is

$$
-u'_z=-v-|\mathbf u-\mathbf v|\,n_z\le -v+|\mathbf u-\mathbf v|
\le -v+v_F+v=v_F . \tag{13}
$$

The first inequality uses $n_z\ge-1$, and the second uses $|\mathbf u-\mathbf v|\le|\mathbf u|+v\le v_F+v$. Since $v_F<v_s$, no electron escapes directly in this classical picture, however fast the normally incident ion is. In the random collisions at $1.5\,v_{\rm th}$ described above, no outward speed exceeded $v_F$.

For an ion that keeps moving along the inward normal, emission requires a second event that turns the electron toward the surface. An ion whose path makes an angle $\theta>0$ with the inward normal is a different case. The largest outward speed is then $v_F+v(1-\cos\theta)$, and direct ejection sets in at $v=(v_s-v_F)/(1-\cos\theta)$, which is $4v_{\rm th}$ at $60^\circ$. For normal incidence the second event can be elastic scattering of the electron by an atom of the lattice. The atom is heavy and, on the scale of electron speeds, practically at rest, so the electron changes direction and keeps its speed. Equation (9) is thus a condition on energy. It becomes the threshold of emission when such turning back is possible before the electron loses energy to other electrons.

Suppose that the redirection is isotropic and that the electron has speed $u'>v_s$. It escapes if the cosine of its angle to the outward normal exceeds $v_s/u'$. For isotropic directions this cosine is uniformly distributed between $-1$ and $1$, so the fraction that escapes is

$$
f=\frac12\left(1-\frac{v_s}{u'}\right). \tag{14}
$$

Reflection of the electron wave at the barrier is neglected here. At $v=1.5\,v_{\rm th}$ the fastest electron has $u'=2029+3\times171.8=2544$ km/s, and $f=(1-2372/2544)/2=0.034$. A sample of 200,000 random directions also gave 0.034. At one and a half times the threshold speed, only about one in thirty of the fastest electrons leaves after one such redirection. The fraction grows as the ion speed is raised further.

The yield close to the threshold can be found from the same geometry. Let $v=v_{\rm th}+\delta$ with $\delta\ll v_{\rm th}$. The largest final speed is then $v_s+2\delta$. Consider an electron whose initial speed is $v_F-s$, whose initial direction makes a small angle $\alpha$ with $-\mathbf v$, and for which $\mathbf n$ makes a small angle $\beta$ with $\mathbf v$. With $\cos\alpha\approx1-\alpha^2/2$ the relative speed is

$$
|\mathbf u-\mathbf v|=\sqrt{u^2+v^2+2uv\cos\alpha}
\approx u+v-\frac{uv}{2(u+v)}\,\alpha^2 .
$$

The sum in equation (5) is treated in the same way, with $\beta$ as the angle between its two terms. To leading order the excess of the final speed over $v_s$ is

$$
u'-v_s\approx 2\delta-s-A\alpha^2-B\beta^2,\qquad
A=\frac{v_Fv}{2(v_F+v)},\quad B=\frac{v(v_F+v)}{2(v_F+2v)} . \tag{15}
$$

The number of electrons is proportional to $ds$ and to the solid angles, which for small angles are $\pi\,d(\alpha^2)$ and $\pi\,d(\beta^2)$. Each of the three variables $s$, $\alpha^2$ and $\beta^2$ has a range proportional to $\delta$, so the number of sufficiently fast electrons grows as $\delta^3$. By equation (14) each escapes with a probability of about $(u'-v_s)/2v_s$, which is again of order $\delta$. The yield therefore starts as

$$
Y\propto(v-v_{\rm th})^4 . \tag{16}
$$

This law assumes that the cross-section for scattering near full reversal is finite and not zero, and that the redirection is isotropic. It applies to the model without the additional processes discussed below, and it is the leading term only: for a constant cross-section the local exponent is about 3.8 at $1.1\,v_{\rm th}$ and 3.3 at $1.5\,v_{\rm th}$. It shows that the threshold is not a step. A measured yield that fades into the background at some speed above $v_{\rm th}$ would be compatible with it.

The derivation has used classical collisions, while electrons in a metal are quantum particles. For plane-wave electrons in an unbounded uniform gas the threshold is nevertheless the same. The potential of the moving ion depends on $\mathbf r-\mathbf vt$ and can be written as a sum of waves,

$$
U(\mathbf r-\mathbf vt)=\sum_{\mathbf q}U_{\mathbf q}\,
e^{i\mathbf q\cdot\mathbf r}\,e^{-i\mathbf q\cdot\mathbf vt}.
$$

Each wave oscillates in time with angular frequency $\mathbf q\cdot\mathbf v$. In first-order perturbation theory the time integral of the transition amplitude contains $e^{i(E'-E)t/\hbar}e^{-i\mathbf q\cdot\mathbf vt}$, where $E$ and $E'$ are the initial and final energies. Over a long time it vanishes unless

$$
E'-E=\hbar\,\mathbf q\cdot\mathbf v . \tag{17}
$$

For plane waves with wave vectors $\mathbf k$ and $\mathbf k'$ the integral over space requires $\mathbf q=\mathbf k'-\mathbf k$. Equation (17) is then the classical relation (7), with $\hbar\mathbf q$ as the momentum transferred. Since $|\mathbf k'-\mathbf k|\le k'+k$, it follows that

$$
\frac{\hbar^2(k'^2-k^2)}{2m}\le\hbar v(k'+k),
\qquad v\ge\frac{\hbar(k'-k)}{2m}.
$$

The right-hand side is smallest for the highest filled initial state, $k_F=mv_F/\hbar$, and the lowest final state at the vacuum level, $k_s=mv_s/\hbar$. This gives $v\ge(v_s-v_F)/2$, which is equation (8). A numerical search over pairs of wave vectors, with $k\le k_F$, $k_s\le k'\le3k_s$ and all angles between them, found the smallest speed allowed by equation (17) to be 171.8 km/s.

In this language the threshold is a shortage of momentum. To transfer the energy $W$, an ion of speed $v$ must supply at least the wave number $W/\hbar v$ along its path. At the onset free electrons can take up $k_F+k_s$, which is 38.0 nm$^{-1}$ in the example. A further source of momentum along the ion path lowers the threshold.

The surface barrier is one such source. Near it the electron states are not plane waves along the normal, so the integral over space no longer fixes the normal component of $\mathbf q$. The amplitude for a transition into a state that leaves the metal is then small but not zero, both below $v_{\rm th}$ and for direct emission by a normally incident ion. It falls rapidly as the ion becomes slower or the barrier smoother. A free-electron metal with a surface therefore has no strict quantum threshold. The yield of this channel is not calculated here.

The crystal lattice is another such source. An electron state in a periodic potential is a Bloch state, which contains plane waves with wave vectors $\mathbf k+\mathbf G$, where $\mathbf G$ runs over the reciprocal lattice vectors. The integral over space then permits

$$
\mathbf q=\mathbf k'-\mathbf k+\mathbf G . \tag{18}
$$

This rule was tested on a ring of 12 cells with a moving, localized potential. The initial and final states were chosen so that $\mathbf k'-\mathbf k$ corresponds to $-7$ wavelengths round the ring. Without a lattice potential the single transfer found was $-7$. With a cosine potential that couples neighbouring plane waves with strength $0.05\,\hbar^2G^2/m$, at least three transfers appeared, and all differed from $-7$ by multiples of 12, as equation (18) demands.

If one vector of length $G$ lies along the ion path and the energies are still taken as those of free electrons, the onset moves to

$$
v_G=\frac{W}{\hbar(k_F+k_s+G)} . \tag{19}
$$

For the aluminium example a lattice constant of 0.405 nm is assumed. The (111) vector then has length $G=2\pi\sqrt3/(0.405\ \text{nm})=26.9$ nm$^{-1}$. Then $v_G=172\times38.0/64.9=101$ km/s, and the onset for Ar$^+$ falls from 6.1 keV to 2.1 keV. Longer reciprocal vectors lower it further, so a crystal has no strict threshold of this kind. Equation (19) says where a channel opens. It does not say how strong the channel is, and this strength is not calculated here.

The finite mass of the ion acts in the opposite direction. In a head-on collision the centre of mass moves with velocity $(Mv-mv_F)/(M+m)$. After the collision the electron moves relative to it with speed $M(v+v_F)/(M+m)$, now in the forward direction. The final electron speed is the sum,

$$
u'=\frac{2Mv+(M-m)v_F}{M+m}.
$$

Setting $u'=v_s$ gives $2Mv=(M+m)v_s-(M-m)v_F=M(v_s-v_F)+m(v_s+v_F)$, and hence

$$
v_{\rm th}(M)=v_{\rm th}+\frac{m}{2M}(v_s+v_F). \tag{20}
$$

The ion now loses some speed during the collision, so it must start faster. Relative to $v_{\rm th}$ the rise is 0.7 % for H$^+$ and 0.018 % for Ar$^+$. For an ion of one atomic mass unit, a search over initial and final directions in steps of two degrees reproduced the shift in equation (20) to within one part in ten thousand of the shift. The head-on collision thus remains the most favourable one in this case.

Errors in the work function matter more. From equation (3), $dv_s/dW=1/(mv_s)$, and therefore $dv_{\rm th}/dW=1/(2mv_s)$ at fixed $E_F$. With $W=mv_{\rm th}(v_s+v_F)$ the relative change is

$$
\frac{dv_{\rm th}}{v_{\rm th}}=\frac{v_s+v_F}{2v_s}\,\frac{dW}{W}
\approx0.93\,\frac{dW}{W}. \tag{21}
$$

The threshold energy is proportional to the square of the speed, so it changes by about 1.9 times the relative change of $W$. An uncertainty of 10 % in the work function makes the threshold energy uncertain by nearly 20 %. The Fermi energy enters more weakly: $E_F=10.6$ eV in place of 11.7 eV gives 179 km/s and 6.7 keV for Ar$^+$.

A sheath field $F$ that pulls electrons away from the surface lowers the barrier. At a distance $d$ outside the metal, the image force and the field together lower the potential energy below the vacuum level by $e^2/(16\pi\varepsilon_0d)+eFd$. The top of the barrier is where this sum is smallest. Setting its derivative to zero gives $d=\sqrt{e/(16\pi\varepsilon_0F)}$. The two terms are then equal, and the lowering is

$$
\Delta W=2eFd=\sqrt{\frac{e^3F}{4\pi\varepsilon_0}} .
$$

For $F=0.01$ MV/cm this is 0.038 eV, and the Ar$^+$ threshold falls by 1.6 %, to 6.02 keV.

At a finite temperature some electrons lie above $E_F$. At 300 K the occupation at $E_F+4kT$, which is 0.103 eV above the Fermi level, is 1.8 %. For these electrons the Ar$^+$ threshold is 5.8 keV, about 5 % lower than at zero temperature. The Fermi distribution has no upper end, so temperature also blurs the threshold.

As an example from plasma processing, let argon ions strike an electrode with an energy of 500 eV. The speed of Ar$^+$ is then 49.1 km/s, well below 172 km/s. The largest energy that a free electron can gain is $2mv(v_F+v)=1.16$ eV, about a quarter of the work function. The wave number needed, $W/\hbar v=133$ nm$^{-1}$, is 3.5 times the available 38.0 nm$^{-1}$, and four (111) vectors would be required to fill the gap. Real electrodes break the assumption of a clean free-electron metal. A single lattice vector already moves the onset to 2.1 keV. An aluminium surface that has met air carries an insulating oxide, to which equation (9) does not apply and for which it gives no number. Close collisions between the ion and the atoms of the solid can also raise bound electrons to higher levels and release them. The yield of this process is not estimated here. A struck aluminium atom, being lighter than argon, can recoil with up to 1.19 times the speed of the ion. Such a recoil reaches $v_{\rm th}$ at an argon energy of 4.3 keV, below the 6.1 keV of the ion itself; at 500 eV it moves at no more than 59 km/s.

An electrode can emit electrons under slow argon ions even so, because the ion carries potential energy. One metal electron may fill the vacancy of the ion while a second takes up the energy released. If both start at the Fermi level, the first releases $I-W$, where $I$ is the ionization energy of the atom, and the second spends $W$ to leave. The largest kinetic energy outside is

$$
I-2W=15.8-2\times4.3=7.2\ \text{eV}, \tag{22}
$$

with $I=15.8$ eV assumed as a rounded input for argon and without the shift of the atomic level near the surface. The surplus is positive and does not depend on the ion speed, so this potential emission is energetically allowed below $v_{\rm th}$. In the uniform free-electron model, without momentum from the lattice or the surface barrier, emission caused by 500 eV argon ions on clean aluminium cannot be assigned to single kinetic collisions with conduction electrons. The numerical output lists the values used for these comparisons.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
Fermi energy EF: 11.7 eV
Work function W: 4.3 eV
Lattice constant: 0.405 nm
Mass of H+: 1 u
Mass of N+: 14 u
Mass of Ar+: 40 u
THRESHOLD
W/EF: 0.3675
sqrt(1+W/EF): 1.1694
Fermi speed vF: 2029 km/s
Vacuum-level speed vs: 2372 km/s
Threshold speed v_th: 171.8 km/s
v_th/vF: 0.08471
Threshold from trajectories: 171.8 km/s
Threshold from momentum search: 171.8 km/s
Small-W estimate W/(2 m vF): 186.4 km/s
Threshold energy of H+: 153 eV
Threshold energy of N+: 2142 eV
Threshold energy of Ar+: 6121 eV
ESCAPE AT 1.5 v_th, fastest electron redirected isotropically
Escape fraction, formula: 0.0338
Escape fraction, sampled: 0.0343
Ar+ AT SHEATH ENERGY
Sheath energy: 500 eV
Ion speed: 49.11 km/s
Largest free-electron energy gain: 1.16 eV
Momentum needed, W/(hbar v): 133 1/nm
Momentum available, kF+ks: 38.02 1/nm
NEGLECTED EFFECTS
Finite-mass rise of v_th, H+: 0.7 %
Finite-mass rise of v_th, Ar+: 0.018 %
Temperature: 300 K
Thermal energy 4kT: 0.103 eV
Occupation at EF+4kT: 0.018
Ar+ threshold from EF+4kT: 5807 eV
Sheath field: 0.01 MV/cm
Barrier lowering by field: 0.0379 eV
Ar+ threshold with lowered barrier: 6021 eV
Reciprocal vector G(111): 26.87 1/nm
Onset speed with one G(111): 100.7 km/s
Ar+ onset with one G(111): 2101 eV
Ar ionization energy (rough input): 15.8 eV
Potential-emission surplus I-2W: 7.2 eV
```
